\section*{Domain-Wall Mobility and the Thiele Width from Power Balance, part 2}

A static uniform field $B\mathbf e$ drives a domain wall along $x$ in a magnetic track of cross-section $S$, uniform along $x$. We seek its speed $v$ for explicit walls and for a nickel-iron strip. Units are SI unless reduced units are stated. The magnetization is $M_s\mathbf m$ with $|\mathbf m|=1$, $\mathbf m=+\mathbf e$ far to the left and $-\mathbf e$ far to the right. With gyromagnetic ratio $\gamma>0$ and damping constant $\alpha$, the Landau--Lifshitz--Gilbert (LLG) equation is
\begin{equation}
\partial_t\mathbf m=-\gamma\,\mathbf m\times\mathbf B_{\rm eff}
+\alpha\,\mathbf m\times\partial_t\mathbf m .
\label{llg}
\end{equation}
The effective field follows from the energy $E$:
\begin{equation}
\delta E=-M_s\int \mathbf B_{\rm eff}\cdot\delta\mathbf m\,dV .
\label{beff}
\end{equation}
For rigid motion, $\mathbf m(x-vt,y,z)$,
\begin{equation}
v=\frac{\gamma\Delta_T}{\alpha}B,\qquad
\frac1{\Delta_T}=\frac1{2S}\int|\partial_x\mathbf m|^2dV .
\label{law2}
\end{equation}
Here $\Delta_T$ is the Thiele width of the moving wall. The drag force is $2\alpha M_sSv/(\gamma\Delta_T)$ and the field force $2M_sBS$.

Let $A$ be the exchange stiffness, $K$ the easy-axis constant, and $m_s,m_h,m_e$ the components along the soft, hard and easy directions. Reduced units are $\sqrt{A/K}$ for length, $B_K=2K/M_s$ for field and $1/(\gamma B_K)$ for time; then $h=B/B_K$ and $v=h\Delta_T/\alpha$. The simulations cited below integrate the one-dimensional LLG equation from rest, with energy density divided by $K$
\begin{align}
\varepsilon={}&|\partial_x\mathbf m|^2+(1-m_e^2)+\kappa(1-m_e^2)^2+q\,m_h^2 \nonumber\\
&+d\,(m_e\partial_xm_s-m_s\partial_xm_e)-2h\,m_e .
\label{reduced}
\end{align}
All runs had $\alpha=0.2$ and $q=1$ ($q$ is called $\rho$ below). The quartic walls had $\kappa=2$ and the chiral wall $d=-0.5$; these constants were zero otherwise. The Walker wall at $h=0.06$ had $\Delta_T=0.953$; the quartic wall at $h=0.01$ had $v=0.0330$. At $h=0.20$ the wall precessed, so its motion was not rigid: its mean speed was 0.158, against 0.877 from the law with the final profile's width.

\subsection{The Walker wall}

Let $\theta$ be the angle from the easy direction and $\phi$ the azimuth from the soft towards the hard direction, with soft, hard and easy directions forming a right-handed frame. Consider the local energy density
\begin{align}
w={}&A\left(\theta'^2+\sin^2\!\theta\,\phi'^2\right)+K\sin^2\!\theta \nonumber\\
&+K_h\sin^2\!\theta\sin^2\!\phi-M_sB\cos\theta ,
\end{align}
where a prime means $\partial_x$ and $K_h>0$ is the hard-axis constant. In the local basis $(\mathbf m,\hat\theta,\hat\phi)$, $\partial_t\mathbf m=\dot\theta\hat\theta+\sin\theta\,\dot\phi\,\hat\phi$. With $\mathbf m\times\hat\theta=\hat\phi$ and $\mathbf m\times\hat\phi=-\hat\theta$, the LLG equation has the components
\begin{align}
\dot\theta&=\gamma B_\phi-\alpha\sin\theta\,\dot\phi, \label{th}\\
\sin\theta\,\dot\phi&=-\gamma B_\theta+\alpha\dot\theta . \label{ph}
\end{align}
For a tilt $\phi$ that is uniform in space, variation of the energy gives
\begin{align}
B_\phi&=-\frac{K_h}{M_s}\sin\theta\sin2\phi,\\
B_\theta&=\frac{2A\theta''-2(K+K_h\sin^2\!\phi)\sin\theta\cos\theta}{M_s}-B\sin\theta .
\end{align}

Try $\theta'=\sin\theta/\Delta$ with constant $\phi$. Its solution is $\theta=2\arctan e^{(x-vt)/\Delta}$, so $\cos\theta=-\tanh[(x-vt)/\Delta]$. Since $\dot\theta=-v\theta'=-v\sin\theta/\Delta$, equation \eqref{th} gives
\begin{equation}
\frac v\Delta=\frac{\gamma K_h}{M_s}\sin2\phi .
\label{vphi}
\end{equation}
In $B_\theta$, $\theta''=\cos\theta\,\theta'/\Delta=\sin\theta\cos\theta/\Delta^2$. The terms with $\sin\theta\cos\theta$ cancel if $A/\Delta^2=K+K_h\sin^2\!\phi$. Equation \eqref{ph} then reduces to $0=\gamma B\sin\theta-\alpha v\sin\theta/\Delta$, or $v=\gamma\Delta B/\alpha$. Comparison with \eqref{vphi} fixes the tilt. With $\Delta_0=\sqrt{A/K}$ and $\rho=K_h/K$,
\begin{equation}
\sin2\phi=\frac B{B_W},\quad B_W=\frac{\alpha K_h}{M_s},\quad
\Delta=\frac{\Delta_0}{\sqrt{1+\rho\sin^2\!\phi}} .
\label{walker}
\end{equation}
The branch connected to $\phi=0$ at zero field is used.

The Thiele width follows from its definition:
\begin{equation}
\int\theta'^2dx=\int_0^\pi\theta'\,d\theta=\frac1\Delta\int_0^\pi\sin\theta\,d\theta=\frac2\Delta ,
\end{equation}
so $\Delta_T=\Delta$, and the explicit solution agrees with \eqref{law2}. For the run with $h=0.06$, $\alpha=0.2$ and $\rho=1$, the reduced breakdown field is $\alpha\rho/2=0.1$. Hence $\sin2\phi=0.6$, $\sin^2\!\phi=0.1$ and $\Delta/\Delta_0=1/\sqrt{1.1}=0.953$, the width found in the simulation.

\subsection{Chord, slope and largest speed}

The field narrows this wall. From \eqref{walker}, $2\cos2\phi\,d\phi=dB/B_W$ and $d(\sin^2\!\phi)=\sin2\phi\,d\phi$. Differentiating $\ln\Delta$ gives
\begin{equation}
\frac{dv}{dB}=\frac vB\left[1-\frac{\rho\sin^2 2\phi}{4\cos2\phi\,(1+\rho\sin^2\!\phi)}\right].
\label{diff}
\end{equation}
The slope is below the chord at any field $0<B<B_W$. It vanishes where, with $c=\cos2\phi$ and $\sin^2\!\phi=(1-c)/2$,
\begin{equation}
4c\left[1+\tfrac12\rho(1-c)\right]=\rho(1-c^2),
\end{equation}
that is, $\rho c^2-(4+2\rho)c+\rho=0$. With $R=\sqrt{1+\rho}$ the root below one is $c=(R-1)/(R+1)$. There $\sin2\phi=2\sqrt R/(R+1)$, and $1+\rho\sin^2\!\phi=1+(R^2-1)/(R+1)=R$. Equation \eqref{vphi} then yields the largest steady speed of this model,
\begin{equation}
v_{\max}=\frac{2\gamma K_h\Delta_0}{M_s(R+1)} .
\label{vmax}
\end{equation}
It is reached below $B_W$. Between that field and $B_W$ the solution slows down as the field rises, yet $v=\gamma\Delta_TB/\alpha$ still holds along it.

\subsection{A wall for which the choice of width matters}

For the Walker wall the tail length, the inverse of the largest slope and $\Delta_T$ coincide. An added quartic anisotropy $\kappa K\sin^4\!\theta$, with $\kappa>0$, separates them. At zero field and $\phi=0$, the first integral of the static equation, with zero energy density in the domains, is
\begin{equation}
A\theta'^2=K\sin^2\!\theta\,(1+\kappa\sin^2\!\theta).
\end{equation}
With $u=\cos\theta$ the gradient integral becomes
\begin{equation}
\int\theta'^2dx=\frac1{\Delta_0}\int_{-1}^{1}\sqrt{1+\kappa-\kappa u^2}\,du .
\end{equation}
Set $a^2=(1+\kappa)/\kappa$. The integral over $u$ is
\begin{align}
\sqrt\kappa\int_{-1}^1\sqrt{a^2-u^2}\,du
&=\sqrt\kappa\left[\sqrt{a^2-1}+a^2\arcsin\frac1a\right]\nonumber\\
&=1+\frac{1+\kappa}{\sqrt\kappa}\arctan\sqrt\kappa ,
\end{align}
because $a^2-1=1/\kappa$ and $\arcsin(1/a)=\arctan(1/\sqrt{a^2-1})$. Therefore
\begin{equation}
\Delta_T(B\to0)=\frac{2\Delta_0}{1+(1+\kappa)\kappa^{-1/2}\arctan\sqrt\kappa},
\label{quartic}
\end{equation}
which tends to $\Delta_0$ as $\kappa\to0$. The static profile suffices for the leading weak-field speed if the moving profile tends to it continuously as $B\to0$.

For $\kappa=2$, \eqref{quartic} gives $0.661\,\Delta_0$. The simulated speed at $h=0.01$ corresponds to $v\alpha/h=0.660$. The width from the largest slope of the moving profile is 0.575, and the tail length is 1. Using the slope width would underestimate the speed by 13\%, and using the tail length would overestimate it by about 50\%.

\subsection{Start-up and breakdown}

A wall released from rest needs time to acquire its tilt. Let the Walker profile have a position $X(t)$ and a small uniform tilt $\phi(t)$. To first order in $\phi$ its width stays $\Delta_0$, so $\dot\theta=-\dot X\sin\theta/\Delta_0$ and $B_\theta=-B\sin\theta$. Equations \eqref{th} and \eqref{ph} become
\begin{align}
\frac{\dot X}{\Delta_0}&=\frac{\gamma K_h}{M_s}\sin2\phi+\alpha\dot\phi, \label{x}\\
\dot\phi&=\gamma B-\alpha\frac{\dot X}{\Delta_0}. \label{p}
\end{align}
Eliminating $\dot X$ and using $\sin2\phi\simeq2\phi$,
\begin{equation}
(1+\alpha^2)\dot\phi=\gamma B-\frac{2\alpha\gamma K_h}{M_s}\phi .
\end{equation}
The tilt thus approaches $B/(2B_W)$ as $1-e^{-t/\tau}$, with
\begin{equation}
\tau=\frac{M_s(1+\alpha^2)}{2\alpha\gamma K_h}.
\label{tau}
\end{equation}
In the simulation with $h=0.01$ the tilt at reduced time 5 was 0.617 of its final value; \eqref{tau} gives 0.618.

For $B>B_W$, \eqref{walker} has no real tilt and the steady Walker solution ends. Equation \eqref{p} was obtained for a small tilt, but for a uniform tilt of any size and a width $\Delta$ treated as constant it survives as an average over the wall. Multiply \eqref{ph} by $\theta'=\sin\theta/\Delta$ and integrate over $x$. The exchange term and the terms with $\sin\theta\cos\theta$ integrate to zero, which leaves $2\dot\phi=2\gamma B-2\alpha\dot X/\Delta$. The mean speed is therefore $(\Delta/\alpha)(\gamma B-\langle\dot\phi\rangle)$, so precession in the sense set by the field takes away from the translation. The run at twice the breakdown field shows this loss of speed.

\subsection{A soft strip at 1 mT}

Take a strip of width $b=100$ nm and thickness $t=5$ nm, with $M_s=8.0\times10^5$ A/m, $A=1.3\times10^{-11}$ J/m and $\alpha=0.010$. These are rough typical values for soft nickel-iron. The easy direction lies along the strip, the soft one across its width and the hard one across its thickness.

In the local model, shape supplies both anisotropies. The demagnetizing factor of a long bar is zero along its axis, and the other two add to one. If $N$ is the factor across the width,
\begin{equation}
K=\tfrac12\mu_0M_s^2N,\qquad K_h=\tfrac12\mu_0M_s^2(1-2N).
\end{equation}
The section average computed from \eqref{kernels} below gives $N=0.0716$. Hence $K=2.88\times10^4$ J/m$^3$, $K_h=3.45\times10^5$ J/m$^3$ and $\rho=11.98$. Then
\begin{align}
\Delta_0&=\sqrt{\frac{1.3\times10^{-11}}{2.877\times10^4}}\ \text{m}=21.3\ \text{nm},\\
B_W&=\frac{0.010\times3.446\times10^5}{8.0\times10^5}\ \text{T}=4.31\ \text{mT}.
\end{align}
At $B=1.0$ mT, $\sin2\phi=1.0/4.31$ and $\phi=6.71^\circ$. Equation \eqref{walker} reduces the width to 19.7 nm. With $\gamma=1.761\times10^{11}$ rad\,s$^{-1}$T$^{-1}$,
\begin{equation}
v=\frac{1.761\times10^{11}\times19.70\times10^{-9}\times10^{-3}}{0.010}\ \text{m/s}
\simeq347\ \text{m/s}.
\end{equation}
The chord mobility is 347 m/s per mT, the differential mobility \eqref{diff} is 298 m/s per mT, and the zero-field mobility is 374 m/s per mT. Field and damping exchange $2M_sBSv=0.278$ nW. Equation \eqref{vmax} gives a largest steady speed of 701 m/s, reached at 3.55 mT.

\subsection{The nonlocal dipolar field}

The local model omits the magnetic charge of the head-to-head wall. For $\mathbf m$ uniform over the section, the dipolar energy is $\frac12\mu_0\int|\mathbf k\cdot\mathbf M_{\mathbf k}|^2k^{-2}d^3k/(2\pi)^3$. Let $k$ and $k_y$ be the wavenumbers along the strip and across its width, and $\eta^2=k^2+k_y^2$. The integral over the wavenumber across the thickness, divided by $t$, is, in real space,
\begin{equation}
\frac1\eta\int_0^t\!\left(1-\frac zt\right)e^{-\eta z}dz=\frac{g}{\eta^2},\quad
g=1-\frac{1-e^{-\eta t}}{\eta t}.
\end{equation}
With the window $W=b\,[\sin(k_yb/2)/(k_yb/2)]^2$, the kernels for charge and for magnetization across the width are
\begin{equation}
C(k)=\int\frac{dk_y}{2\pi}\frac{Wg}{\eta^2},\quad
N(k)=\int\frac{dk_y}{2\pi}\frac{Wg\,k_y^2}{\eta^2},
\label{kernels}
\end{equation}
and $N=N(k\to0)$. Cross terms are odd in $k_y$ and vanish.

For a static tanh wall of width $\Delta$, the transforms of $\partial_xm_e$ and $m_s$ have magnitudes $F_1=\pi k\Delta/\sinh(\pi k\Delta/2)$ and $F_2=\pi\Delta/\cosh(\pi k\Delta/2)$. They follow by shifting the Fourier contour by $i\pi\Delta$ and collecting the residue at $i\pi\Delta/2$. The energy per area is
\begin{equation}
\frac{2A}\Delta+\frac{\mu_0M_s^2}2\int_{-\infty}^\infty\frac{dk}{2\pi}
\left[C(k)F_1^2+N(k)F_2^2\right].
\end{equation}
Its minimum lies at $\Delta=30.6$ nm, 44\% above the local value. By \eqref{law2} the zero-field mobility rises from 374 to 539 m/s per mT. The tanh shape is a trial profile, not a solution. A freely relaxed section-uniform profile has $\Delta_T\simeq30.0$ nm, and a wall also free to vary across the width about 29.8 nm, or about 525 m/s per mT; the figures above are thus 2--3\% too high.

\subsection{Other neglected effects}

Edge roughness breaks translation invariance. The static wall energy per area is $\sigma=2A/\Delta_0+2K\Delta_0=4\sqrt{AK}=2.45$ mJ/m$^2$. If the strip widens by $\delta b$ over a distance $\Delta_0$, the opposing force is about $\sigma t\,\delta b/\Delta_0$. Equating it to $2M_sB_pbt$ gives
\begin{equation}
B_p\simeq\frac{\sigma\,\delta b}{2M_sb\Delta_0}=0.72\ \text{mT}
\end{equation}
for $\delta b=1$ nm. This estimate holds $\sigma$ fixed. In the local model $K$ falls as the strip widens, which lowers the result to about 0.44 mT. Both values use the local wall energy and leave out the magnetic charge of the wall, which raises that energy, so they show only the order of magnitude and lie low: with the nonlocal tanh energy, about 4.4 mJ/m$^2$, the same estimate gives about 0.8 mT for 1 nm over 30.6 nm and 1.2 mT for 1 nm over $\Delta_0$, comparable to the whole drive. Either is a sizeable part of the drive, so the 1 mT speed presumes smoother edges.

Temperature makes the wall wander. The drag coefficient in \eqref{law2} and the Einstein relation give
\begin{equation}
D=\frac{k_BT\,\gamma\Delta_T}{2\alpha M_sS}=1.8\times10^{-6}\ \text{m}^2/\text{s}
\end{equation}
at 300 K. At the steady speed, crossing 1 $\mu$m takes 2.9 ns. The formula $\sqrt{2Dt_{\rm tr}}$, with $t_{\rm tr}$ the transit time, then gives a spread of about 100 nm. This is an order of magnitude and rather too large: the formula applies an equilibrium relation to a driven wall, and it holds only for times much longer than the start-up time. The start-up time \eqref{tau} is 0.66 ns, not negligible beside the transit. Heating is negligible: the released $2M_sB$, divided by a rough heat capacity of $4\times10^6$ J\,m$^{-3}$K$^{-1}$, is $4\times10^{-4}$ K per passage.

\subsection{Use for a real strip}

The material parameters above are ordinary for soft nickel-iron, but the predicted 347 m/s is a property of the local model and not a measured speed. Of the effects sized here, two matter most. The nonlocal dipolar field raises the low-field mobility by 44\% within the tanh, section-uniform description, and edge roughness of 1 nm per wall width can oppose a sizeable part of a 1 mT drive. A real wall can also vary across the strip, which neither estimate includes. The breakdown field of 4.31 mT and the largest speed of 701 m/s likewise belong to the local model: a real wall can lose its steady form at a lower field, for instance when an antivortex enters from an edge. In a two-dimensional LLG simulation of this smooth strip with coarse 6.25 nm cells, the wall moves at about 470 m/s at 1 mT, remains nearly steady for 4.5 ns at 1.8 mT and has broken down at 2.6 mT. For a quantitative prediction, $\Delta_T$ should be taken from a micromagnetic profile of the moving wall at the field of interest, after checking that the profile translates rigidly. In the other direction, a measured chord $v/B$ yields $\Delta_T/\alpha$ if the motion is steady and pinning is weak compared with the drive; it does not yield $\alpha$ without a separate knowledge of the width.

\section*{Computed values}
\begin{verbatim}
SIMULATIONS (reduced units), alpha = 0.20, q = 1.0
quartic kappa = 2.0, chiral d = -0.5
Walker: h 0.06, width 0.9534, v 0.28601, law 0.28603
quartic: h 0.06, width 0.6470, v 0.19402, law 0.19409
chiral: h 0.06, width 0.9769, v 0.29306, law 0.29307
quartic weak: h 0.01, width 0.6602, v 0.03300, law 0.03301
Walker weak: h 0.01, width 0.9987, v 0.04993, law 0.04994
above breakdown: h 0.20, width 0.8774, v 0.15788, law 0.87740
  its profile mismatch after shifting: 1.72
Walker closed-form width: 0.9535
quartic weak field: width from speed 0.6600
  closed-form Thiele width 0.6608
  maximum-slope width 0.5753, tail width 1
start-up: tilt fraction at time 5.0: 0.6168, law 0.6177
STRIP: Ms 8.0e+05 A/m, A 1.3e-11 J/m, alpha 0.010
strip width 100 nm, thickness 5 nm, field 1.0 mT
gamma = 1.76086e+11 rad/(s T)
demagnetizing factor across width: 0.0716
K = 2.877e+04 J/m3, K_h = 3.446e+05 J/m3, ratio 11.98
static Thiele width, local model: 21.26 nm
zero-field mobility: 374.3 m/s per mT
tilt at the field: 6.71 degrees
moving Thiele width: 19.70 nm
wall speed: 347.0 m/s
chord mobility v/B: 347.0 m/s per mT
differential mobility dv/dB: 297.5 m/s per mT
Zeeman power = dissipation: 0.2776 nW
relative LLG residual of this wall: 2.3e-07
NEGLECTED EFFECTS
static width with nonlocal dipolar field: 30.6 nm
  zero-field mobility with it: 539 m/s per mT
Walker breakdown field: 4.31 mT
largest steady speed: 701 m/s at 3.55 mT
wall energy: 2.45 mJ/m2, over section 295 kT at 300 K
pinning field, 1 nm width change per wall width: 0.72 mT
transit time over 1 um: 2.88 ns
start-up time: 0.66 ns
thermal diffusion constant: 1.80e-06 m2/s
thermal wandering during transit: 102 nm
heating per passage: 4.0e-04 K (heat capacity 4e+06 J/(m3 K))
\end{verbatim}
